**Cubic d-orbital splittings in the angular overlap model**

The program tests that the tetrahedral splitting E(t2) − E(e) is 4/9 of the octahedral splitting E(eg) − E(t2g) = 3e_sigma − 4e_pi + e_delta. Here e_sigma, e_pi and e_delta are the energy shifts of d orbitals with sigma, pi and delta symmetry about one metal-ligand bond. Angular factors obtained by quadrature of rotated d functions are asserted to agree with a tensor formula, and the cubic levels and their ratio are asserted for random parameters of either sign. Diagonalization of a metal-ligand cluster is asserted to approach the model at weak hopping and to follow a closed formula at full hopping. For e_sigma = 1.20 eV and e_pi = 0.30 eV, the output gives splittings of 2.40 eV and 1.067 eV. Finite covalency changes the ratio from 0.444 to 0.531, and adding metal p orbitals brings it to 0.490. The output also sizes the effects of bond length, unequal pi planes, flattening, spin-orbit coupling and temperature for these model parameters.

## Numerical verification

```python
"""Angular overlap model (AOM) of d orbitals in cubic ligand fields.

Result under test, for identical axial ligands with additive action:
  octahedron   E(eg) - E(t2g) = 3 e_sigma - 4 e_pi + e_delta
  tetrahedron  E(t2) - E(e)   = (4/9) of the octahedral value
e_sigma, e_pi, e_delta: energy shift of a d orbital that has sigma, pi
or delta symmetry about one metal-ligand bond. Energies are in eV.
Orbital order: z2, x2-y2, xy, xz, yz.
The d functions are r.Q r with Q symmetric, traceless, tr(Q Q) = 1.
"""
import numpy as np
from scipy import constants as const

rng = np.random.default_rng(7)

# Angular quadrature, exact for products of two d functions
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(8)
phi = 2 * np.pi * np.arange(16) / 16
C, PHI = np.meshgrid(cos_nodes, phi, indexing="ij")
S = np.sqrt(1 - C**2)
points = np.stack([S * np.cos(PHI), S * np.sin(PHI), C], -1).reshape(-1, 3)
weights = np.repeat(cos_weights, 16) * 2 * np.pi / 16


def d_functions(r):
    x, y, z = r.T
    a = np.sqrt(15 / (4 * np.pi))
    return np.array([a * (3 * z**2 - 1) / (2 * np.sqrt(3)),
                     a * (x**2 - y**2) / 2, a * x * y, a * x * z, a * y * z])


def bond_frame(n):
    """Columns: horizontal pi axis, second pi axis, bond axis."""
    h = np.cross([0.0, 0.0, 1.0], n)
    h = np.array([1.0, 0, 0]) if np.linalg.norm(h) < 1e-12 \
        else h / np.linalg.norm(h)
    return np.column_stack([h, np.cross(n, h), n])


def angular_factors(n):
    """Rows: sigma, two pi, two delta; overlaps with the fixed d set."""
    local = d_functions(points @ bond_frame(n))[[0, 3, 4, 1, 2]]
    return (local * weights) @ d_functions(points).T


def aom_matrix(directions, e5):
    """e5: energies of sigma, pi(horizontal), pi(second), delta, delta."""
    total = np.zeros((5, 5))
    for n in directions:
        F = angular_factors(n)
        total += F.T @ np.diag(e5) @ F
    return total


def axial(es, ep, ed=0.0):
    return np.array([es, ep, ep, ed, ed])


octa = np.vstack([np.eye(3), -np.eye(3)])
tetra = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) \
    / np.sqrt(3)

# Tensor form of the d orbitals
Q = np.zeros((5, 3, 3))
Q[0] = np.diag([-1, -1, 2]) / np.sqrt(6)
Q[1] = np.diag([1, -1, 0]) / np.sqrt(2)
for i, (a, b) in enumerate([(0, 1), (0, 2), (1, 2)], start=2):
    Q[i, a, b] = Q[i, b, a] = 1 / np.sqrt(2)

# Test: tensor formula against quadrature, arbitrary bond directions
for _ in range(10):
    n = rng.normal(size=3)
    n /= np.linalg.norm(n)
    es, ep, ed = rng.normal(size=3)
    Qn = Q @ n
    s = Qn @ n
    formula = (ed * np.eye(5) + 2 * (ep - ed) * Qn @ Qn.T
               + 0.5 * (3 * es - 4 * ep + ed) * np.outer(s, s))
    assert np.allclose(formula, aom_matrix([n], axial(es, ep, ed)),
                       atol=1e-12)
    F2 = angular_factors(n)**2
    q2 = np.sum(Qn**2, axis=1)
    assert np.allclose(F2[0], 1.5 * s**2, atol=1e-12)
    assert np.allclose(F2[1] + F2[2], 2 * (q2 - s**2), atol=1e-12)
    assert np.allclose(F2[3] + F2[4], 1 - 2 * q2 + s**2 / 2, atol=1e-12)

# Test: geometric sums that carry the factor 4/9
s2_sums = {}
for name, dirs in (("octa", octa), ("tetra", tetra)):
    assert np.allclose(dirs.T @ dirs, len(dirs) / 3 * np.eye(3))
    s2_sums[name] = np.einsum("la,iab,lb->li", dirs, Q, dirs)**2
    s2_sums[name] = s2_sums[name].sum(axis=0)
assert np.allclose(s2_sums["octa"], [2, 2, 0, 0, 0])
assert np.allclose(s2_sums["tetra"], [0, 0, 8/9, 8/9, 8/9])

# Test: cubic levels and ratio for random parameters of either sign
for _ in range(20):
    es, ep, ed = rng.normal(size=3)
    Vo = aom_matrix(octa, axial(es, ep, ed))
    Vt = aom_matrix(tetra, axial(es, ep, ed))
    lo = [3*es + 3*ed] * 2 + [4*ep + 2*ed] * 3
    lt = [8/3*ep + 4/3*ed] * 2 + [4/3*es + 8/9*ep + 16/9*ed] * 3
    assert np.allclose(Vo, np.diag(lo), atol=1e-11)
    assert np.allclose(Vt, np.diag(lt), atol=1e-11)
    assert np.isclose(Vt[2, 2] - Vt[0, 0], 4/9 * (Vo[0, 0] - Vo[2, 2]),
                      atol=1e-11)
    assert np.isclose(np.trace(Vt), 4 * (es + 2*ep + 2*ed), atol=1e-11)
    assert np.isclose(np.trace(Vo), 6 * (es + 2*ep + 2*ed), atol=1e-11)

# Worked example: round model parameters
e_sigma, e_pi = 1.2, 0.3
Vo = aom_matrix(octa, axial(e_sigma, e_pi))
Vt = aom_matrix(tetra, axial(e_sigma, e_pi))
E_eg, E_t2g, E_e, E_t2 = Vo[0, 0], Vo[2, 2], Vt[0, 0], Vt[2, 2]
delta_o, delta_t = E_eg - E_t2g, E_t2 - E_e
assert np.isclose(delta_t, 4/3 * e_sigma - 16/9 * e_pi)
wavelength_nm = const.h * const.c / (delta_t * const.e) * 1e9

# Explicit cluster: metal d at 0, metal p above, ligand p shell below
gap, p_height = 4.0, 10.0
t_sigma, t_pi = np.sqrt(e_sigma * gap), np.sqrt(e_pi * gap)


def cluster(directions, d_scale=1.0, p_scale=0.0):
    """Mean energies of d-derived (z2,x2-y2) and (xy,xz,yz) sets,
    and the mean metal-p weight in the second set."""
    size = 8 + 3 * len(directions)
    H = np.diag([0.0] * 5 + [p_height] * 3 + [-gap] * (size - 8))
    hop = np.array([t_sigma, t_pi, t_pi])[:, None]
    for k, n in enumerate(directions):
        rows = slice(8 + 3 * k, 11 + 3 * k)
        H[rows, :5] = d_scale * hop * angular_factors(n)[:3]
        H[rows, 5:8] = p_scale * hop * bond_frame(n).T[[2, 0, 1]]
    H[:8, 8:] = H[8:, :8].T
    energies, vectors = np.linalg.eigh(H)
    first = 3 * len(directions)
    energies = energies[first:first + 5]
    w = vectors[:, first:first + 5]**2
    in_e = w[:2].sum(axis=0) > w[2:5].sum(axis=0)
    assert in_e.sum() == 2
    assert np.ptp(energies[in_e]) < 1e-9
    assert np.ptp(energies[~in_e]) < 1e-9
    return np.array([energies[in_e].mean(), energies[~in_e].mean(),
                     w[5:8, ~in_e].sum(axis=0).mean()])


# Test: weak hopping reproduces the AOM, error falling as hopping squared
for dirs, V in ((octa, Vo), (tetra, Vt)):
    target = np.array([V[0, 0], V[2, 2]])
    err = [np.abs(cluster(dirs, x)[:2] / x**2 - target)
           for x in (0.1, 0.05)]
    assert np.all(err[1] < 0.01)
    assert np.all(np.abs(err[0] / err[1] - 4) < 0.2)

# Test: closed solution at full hopping, without metal p
full_o, full_t = cluster(octa), cluster(tetra)
for full, V in ((full_o, Vo), (full_t, Vt)):
    aom = np.array([V[0, 0], V[2, 2]])
    closed = (-gap + np.sqrt(gap**2 + 4 * gap * aom)) / 2
    assert np.allclose(full[:2], closed, atol=1e-10)
cov_o, cov_t = full_o[0] - full_o[1], full_t[1] - full_t[0]
assert cov_t / cov_o > 4/9 + 0.01

# Metal p: no effect on octahedral d levels, lowers tetrahedral t2
mix_o, mix_t = cluster(octa, 1, 1), cluster(tetra, 1, 1)
assert np.allclose(mix_o[:2], full_o[:2], atol=1e-10)
assert mix_o[2] < 1e-12 and mix_t[2] > 1e-3
assert np.isclose(mix_t[0], full_t[0], atol=1e-10)
assert mix_t[1] < full_t[1]
mix_delta_t = mix_t[1] - mix_t[0]

# Unequal bond lengths with a rough power law for the parameters
r_tetra, r_octa, power = 2.15, 2.30, 7
length_factor = (r_octa / r_tetra)**power
Vo_long = aom_matrix(octa, axial(e_sigma, e_pi) / length_factor)
length_ratio = delta_t / (Vo_long[0, 0] - Vo_long[2, 2])

# All pi interaction in the horizontal plane, same mean e_pi
one_plane = np.array([e_sigma, 2 * e_pi, 0, 0, 0])
Va = aom_matrix(tetra, one_plane)
assert np.allclose(Va, np.diag(np.diag(Va)), atol=1e-11)
aniso = np.diag(Va)
aniso_mean_gap = aniso[2:].mean() - aniso[:2].mean()
assert np.isclose(aniso_mean_gap, delta_t, atol=1e-11)
Va_o = np.diag(aom_matrix(octa, one_plane))
assert np.isclose(Va_o[:2].mean() - Va_o[2:].mean(), delta_o, atol=1e-11)
assert np.ptp(aniso[:2]) > 0.01 and np.ptp(aniso[2:]) > 0.01

# Flattened tetrahedron: bonds turned away from the z axis
flatten_deg = 2.0
theta = np.arccos(1 / np.sqrt(3)) + np.radians(flatten_deg)
flat = np.column_stack([np.sign(tetra[:, :2]) * np.sin(theta) / np.sqrt(2),
                        np.sign(tetra[:, 2]) * np.cos(theta)])
Vf = aom_matrix(flat, axial(e_sigma, e_pi))
assert np.allclose(Vf, np.diag(np.diag(Vf)), atol=1e-11)
flat_levels = np.diag(Vf)

# Spin-orbit coupling zeta L.S in the tetrahedral d shell
zeta = 0.03
eps = np.zeros((3, 3, 3))
for a, b, c in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    eps[a, b, c], eps[a, c, b] = 1, -1
L = np.array([[[np.trace(qi @ (-1j * g @ qj + 1j * qj @ g)) for qj in Q]
               for qi in Q] for g in eps])
assert np.allclose(L[0] @ L[1] - L[1] @ L[0], 1j * L[2])
assert np.allclose(sum(m @ m for m in L), 6 * np.eye(5))
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
H_so = np.kron(Vt, np.eye(2)) \
    + zeta / 2 * sum(np.kron(L[k], pauli[k]) for k in range(3))
so = np.linalg.eigvalsh(H_so)
so_t2 = so[9] - so[4]
assert np.ptp(so[:4]) < 1e-10
assert abs(so_t2 - 1.5 * zeta) < 2 * zeta**2 / delta_t  # second order

# Thermal population of t2 by one d electron
temperature = 400.0
kT = const.k * temperature / const.e
boltz = np.exp(-delta_t / kT)
t2_population = 3 * boltz / (2 + 3 * boltz)

print(f"input e_sigma = {e_sigma:.2f} eV")
print(f"input e_pi = {e_pi:.2f} eV")
print(f"octahedral eg level = {E_eg:.4f} eV")
print(f"octahedral t2g level = {E_t2g:.4f} eV")
print(f"tetrahedral t2 level = {E_t2:.4f} eV")
print(f"tetrahedral e level = {E_e:.4f} eV")
print(f"Delta_o = {delta_o:.4f} eV")
print(f"Delta_t = {delta_t:.4f} eV")
print(f"Delta_t as wavelength = {wavelength_nm:.0f} nm")
print(f"Delta_t/Delta_o = {delta_t/delta_o:.6f} (no unit)")
print(f"sum s^2, octahedral eg = {s2_sums['octa'][0]:.4f} (no unit)")
print(f"sum s^2, tetrahedral t2 = {s2_sums['tetra'][2]:.4f} (no unit)")
print("-- finite covalency, no metal p --")
print(f"input metal d to ligand gap = {gap:.1f} eV")
print(f"hopping t_sigma = {t_sigma:.3f} eV")
print(f"hopping t_pi = {t_pi:.3f} eV")
print(f"cluster eg, t2g = {full_o[0]:.4f}, {full_o[1]:.4f} eV")
print(f"cluster t2, e = {full_t[1]:.4f}, {full_t[0]:.4f} eV")
print(f"cluster Delta_o = {cov_o:.4f} eV")
print(f"cluster Delta_t = {cov_t:.4f} eV")
print(f"cluster ratio = {cov_t/cov_o:.4f} (no unit)")
print("-- metal p added, same hoppings as d --")
print(f"input metal p above d = {p_height:.1f} eV")
print(f"t2 shift by metal p = {mix_t[1]-full_t[1]:.4f} eV")
print(f"metal p weight in t2 = {100*mix_t[2]:.2f} percent")
print(f"Delta_t with metal p = {mix_delta_t:.4f} eV")
print(f"ratio with metal p = {mix_delta_t/cov_o:.4f} (no unit)")
print("-- unequal bond lengths, AOM --")
print(f"input tetrahedral bond = {r_tetra:.2f} angstrom")
print(f"input octahedral bond = {r_octa:.2f} angstrom")
print(f"input inverse power of length = {power} (no unit)")
print(f"parameter ratio tetra/octa = {length_factor:.3f} (no unit)")
print(f"splitting ratio = {length_ratio:.3f} (no unit)")
print("-- pi interaction in one plane only --")
print(f"z2, x2-y2 = {aniso[0]:.4f}, {aniso[1]:.4f} eV")
print(f"xy, xz, yz = {aniso[2]:.4f}, {aniso[3]:.4f}, {aniso[4]:.4f} eV")
print(f"difference of set averages = {aniso_mean_gap:.4f} eV")
print("-- flattened tetrahedron --")
print(f"input change of polar angle = {flatten_deg:.1f} degrees")
print(f"E(x2-y2) - E(z2) = {flat_levels[1]-flat_levels[0]:.4f} eV")
print(f"E(xy) - E(xz) = {flat_levels[2]-flat_levels[3]:.4f} eV")
print("-- spin-orbit coupling and temperature --")
print(f"input zeta = {zeta:.3f} eV")
print(f"spin-orbit splitting of t2 = {so_t2:.4f} eV")
print(f"input temperature = {temperature:.0f} K")
print(f"thermal energy kT = {kT:.4f} eV")
print(f"thermal t2 population = {t2_population:.1e} (no unit)")
print("OK")
```

Printed output:

```
input e_sigma = 1.20 eV
input e_pi = 0.30 eV
octahedral eg level = 3.6000 eV
octahedral t2g level = 1.2000 eV
tetrahedral t2 level = 1.8667 eV
tetrahedral e level = 0.8000 eV
Delta_o = 2.4000 eV
Delta_t = 1.0667 eV
Delta_t as wavelength = 1162 nm
Delta_t/Delta_o = 0.444444 (no unit)
sum s^2, octahedral eg = 2.0000 (no unit)
sum s^2, tetrahedral t2 = 0.8889 (no unit)
-- finite covalency, no metal p --
input metal d to ligand gap = 4.0 eV
hopping t_sigma = 2.191 eV
hopping t_pi = 1.095 eV
cluster eg, t2g = 2.2895, 0.9665 eV
cluster t2, e = 1.3862, 0.6833 eV
cluster Delta_o = 1.3230 eV
cluster Delta_t = 0.7030 eV
cluster ratio = 0.5313 (no unit)
-- metal p added, same hoppings as d --
input metal p above d = 10.0 eV
t2 shift by metal p = -0.0553 eV
metal p weight in t2 = 0.53 percent
Delta_t with metal p = 0.6477 eV
ratio with metal p = 0.4895 (no unit)
-- unequal bond lengths, AOM --
input tetrahedral bond = 2.15 angstrom
input octahedral bond = 2.30 angstrom
input inverse power of length = 7 (no unit)
parameter ratio tetra/octa = 1.603 (no unit)
splitting ratio = 0.713 (no unit)
-- pi interaction in one plane only --
z2, x2-y2 = 0.0000, 1.6000 eV
xy, xz, yz = 1.6000, 2.0000, 2.0000 eV
difference of set averages = 1.0667 eV
-- flattened tetrahedron --
input change of polar angle = 2.0 degrees
E(x2-y2) - E(z2) = 0.0704 eV
E(xy) - E(xz) = 0.2219 eV
-- spin-orbit coupling and temperature --
input zeta = 0.030 eV
spin-orbit splitting of t2 = 0.0437 eV
input temperature = 400 K
thermal energy kT = 0.0345 eV
thermal t2 population = 5.5e-14 (no unit)
OK
```
